# Klein-Zone Transmission Through the Sauter Step: Exact Result and Limits, part 2

An electron of mass $m$ and total energy $E$, with zero transverse momentum, comes from the left towards a static rise in its potential energy:

$$V(z)=\frac{V_0}{2}\left[1+\tanh\frac za\right],\qquad V_0>2mc^2,\quad a>0. \tag{1}$$

The peak force has magnitude $F=V_0/2a$. The energy lies in the Klein zone $mc^2<E<V_0-mc^2$, whose middle, $E=V_0/2$, is called mid-zone. We use the inverse lengths

$$\mu=\frac{mc}{\hbar},\quad \omega=\frac{V_0}{\hbar c},\quad \varepsilon=\frac{E}{\hbar c},\quad \bar\varepsilon=\omega-\varepsilon,\quad \kappa(z)=\frac{E-V(z)}{\hbar c}.$$

The reduced Compton length is $1/\mu$. The wave numbers far to the left and right are

$$k_1=\sqrt{\varepsilon^2-\mu^2},\qquad k_2=\sqrt{\bar\varepsilon^2-\mu^2}, \tag{3}$$

with $\omega>k_1+k_2$. Two further symbols are the critical force $F_c$, equal to $0.2120$ N, and the height measure $\eta$, between 0 and 1:

$$F_c=\frac{m^2c^3}{\hbar},\qquad \eta=\sqrt{1-\left(\frac{2mc^2}{V_0}\right)^2}. \tag{14}$$

For one spin direction the Dirac wave function has two components, $u$ and $v$. Where $V$ is constant, a wave $u=Ce^{iqz}$ has $\mu v=(\kappa-q)u$ and carries the current

$$j=\frac{2cq}{\kappa+q}|C|^2. \tag{8}$$

On the far left $\kappa=\varepsilon$, and the incident wave is $e^{ik_1z}$. On the far right $\kappa=-\bar\varepsilon$, and the transmitted wave is $e^{-ik_2z}$, whose group velocity points to the right. The wrong branch, $e^{+ik_2z}$, would give a reflected fraction $1/R>1$.

The transmission probability $T$ (transmitted over incident current) and the reflection probability $R$ are exactly

$$T=\frac{\sinh(\pi ak_1)\,\sinh(\pi ak_2)}{\sinh\left[\frac{\pi a}{2}(\omega+k_1-k_2)\right]\sinh\left[\frac{\pi a}{2}(\omega-k_1+k_2)\right]}, \tag{4}$$

$$R=1-T=\frac{\sinh\left[\frac{\pi a}{2}(\omega-k_1-k_2)\right]\sinh\left[\frac{\pi a}{2}(\omega+k_1+k_2)\right]}{\sinh\left[\frac{\pi a}{2}(\omega+k_1-k_2)\right]\sinh\left[\frac{\pi a}{2}(\omega-k_1+k_2)\right]}. \tag{5}$$

We also need the identity

$$(\varepsilon+k_1)(\omega-k_1+k_2)=(\bar\varepsilon+k_2)(\omega+k_1-k_2). \tag{13}$$

The problem now is to find how $T$ passes from the sharp step to the wide ramp, and when it approaches the Sauter–Schwinger exponential $e^{-\pi F_c/F}$.

**Theorem 2.**

(a) As $a\to0$ at fixed $V_0$ and $E$,
$$T\to\frac{4k_1k_2}{\omega^2-(k_1-k_2)^2}. \tag{15}$$

(b) As $a\to\infty$ at fixed $V_0$ and $E$, the ratio of $T$ to $\exp[-\pi a(\omega-k_1-k_2)]$ tends to 1.

(c) For given $V_0$ and $a$, $T$ is largest at mid-zone, $E=V_0/2$. There
$$T=P\exp\left[-\frac{\pi F_c}{F}\,\frac{2}{1+\eta}\right],\qquad P=\left[\frac{1-e^{-\pi a\eta\omega}}{1-e^{-\pi a\omega}}\right]^2, \tag{16}$$
with $\eta^2\le P\le1$.

(d) At mid-zone, as $a\to\infty$ at fixed $F$, so that $V_0=2Fa$ grows,
$$T\to\exp\left(-\frac{\pi m^2c^3}{\hbar F}\right). \tag{17}$$

In atomic units, where $\hbar=m=e=1$, the limit (17) reads $\exp(-\pi c^3/F)$. Parts (b) and (d) both describe wide ramps, but they are different limits with different exponents.

### The sharp step

*Proof of (a).* For small arguments $\sinh x\approx x$. The numerator of (4) becomes $\pi^2a^2k_1k_2$ and the denominator $\frac{\pi^2a^2}{4}(\omega+k_1-k_2)(\omega-k_1+k_2)$. Their ratio is (15).

The same value follows from a discontinuous step without using (4). The components $u$ and $v$ must be continuous at $z=0$, and a plane wave $e^{iqz}$ has $\mu v=(\kappa-q)u$. With incident amplitude 1, reflected amplitude $r$ and transmitted amplitude $t$,

$$1+r=t,\qquad (\varepsilon-k_1)+(\varepsilon+k_1)r=(k_2-\bar\varepsilon)t.$$

Eliminating $r=t-1$ from the second equation gives $t(\omega+k_1-k_2)=2k_1$. The ratio of currents is therefore

$$\frac{k_2}{\bar\varepsilon+k_2}\,\frac{\varepsilon+k_1}{k_1}\,t^2=\frac{\varepsilon+k_1}{\bar\varepsilon+k_2}\,\frac{4k_1k_2}{(\omega+k_1-k_2)^2}.$$

By (13) the first fraction on the right is $(\omega+k_1-k_2)/(\omega-k_1+k_2)$, and (15) follows. $\square$

At mid-zone $\varepsilon=\bar\varepsilon=\omega/2$, so both wave numbers equal

$$k=\sqrt{\frac{\omega^2}{4}-\mu^2}=\frac{\eta\omega}{2},$$

and the sharp-step value is $4k^2/\omega^2=\eta^2$. A high step is almost transparent at mid-zone. A step barely above $2mc^2$ transmits little even when it is abrupt, because the wave numbers on both sides are small.

**Remark 3 (where the Compton length enters).** At mid-zone (4) is $T=\sinh^2x/\sinh^2y$ with $x=\pi ak$ and $y=\pi a\omega/2$. Using $\ln(\sinh x/x)=x^2/6-x^4/180+\dots$ and $y^2-x^2=\pi^2a^2\mu^2$, we get

$$-\ln\frac{T}{\eta^2}=\frac{(\pi a\mu)^2}{3}\left[1-\frac{x^2+y^2}{30}+\dots\right]. \tag{18}$$

The leading term contains the ramp width only as a multiple of the reduced Compton length and does not depend on $V_0$. It is valid for $a\omega\ll1$. For $V_0=3mc^2$ and $a=0.05/\mu$, numerical integration gives $0.008201$ for the left side, and the leading term is $0.008225$. The difference of about 0.3% is the size of the correction in (18).

### The wide ramp at fixed height

*Proof of (b).* Write every hyperbolic sine in (4) as $\sinh x=\frac12e^x(1-e^{-2x})$. The growing exponentials combine to $\exp[\pi a(k_1+k_2)-\pi a\omega]$, and

$$T=e^{-\pi a(\omega-k_1-k_2)}\,\frac{(1-e^{-2\pi ak_1})(1-e^{-2\pi ak_2})}{(1-e^{-\pi a(\omega+k_1-k_2)})(1-e^{-\pi a(\omega-k_1+k_2)})}. \tag{19}$$

The fraction tends to 1 as $a\to\infty$. $\square$

The approximation is good when $2\pi ak_1\gg1$ and $2\pi ak_2\gg1$. The two exponentials in the denominator are then negligible as well, because $\omega+k_1-k_2>2k_1$ and $\omega-k_1+k_2>2k_2$. The condition fails near the edges of the Klein zone, where one of the wave numbers goes to zero and $T$ goes to zero with it. It is sufficient but not necessary: at the middle of the zone of a high step the fraction is close to 1 at any width, as the bounds on $P$ in (c) show.

**Lemma 4.** The exponent in (b) is the tunnelling exponent

$$J=2\int\sqrt{\mu^2-\kappa(z)^2}\,dz=\pi a(\omega-k_1-k_2), \tag{20}$$

where the integral runs over the region $|\kappa|<\mu$, in which the local momentum is imaginary.

*Proof.* Regard $J$ as a function of $\mu$ at fixed $\varepsilon$ and $\omega$. The integrand vanishes at the end points, so their motion does not contribute to the derivative:

$$\frac{dJ}{d\mu}=2\mu\int\frac{dz}{\sqrt{\mu^2-\kappa^2}}.$$

Substitute $\kappa=\mu\sin\theta$. With $\xi=V/V_0$ we have $\omega\xi=\varepsilon-\mu\sin\theta$ and $\omega(1-\xi)=\bar\varepsilon+\mu\sin\theta$. Also $dz=\frac a2d\xi/[\xi(1-\xi)]$, and the magnitude of $d\xi$ is $\mu\cos\theta\,d\theta/\omega$. The square root cancels $\mu\cos\theta$. Splitting $1/[\xi(1-\xi)]$ into $1/\xi+1/(1-\xi)$ gives

$$\frac{dJ}{d\mu}=a\mu\int_{-\pi/2}^{\pi/2}\left[\frac1{\varepsilon-\mu\sin\theta}+\frac1{\bar\varepsilon+\mu\sin\theta}\right]d\theta=\pi a\mu\left(\frac1{k_1}+\frac1{k_2}\right).$$

Each integral is half of the integral over a full circle, which is $2\pi/\sqrt{\varepsilon^2-\mu^2}$ for the first term and $2\pi/\sqrt{\bar\varepsilon^2-\mu^2}$ for the second. The right side of (20) has the same derivative, since $dk_i/d\mu=-\mu/k_i$. Both sides of (20) vanish as $\mu\to0$, because then $k_1+k_2\to\varepsilon+\bar\varepsilon=\omega$. They are therefore equal. $\square$

For $V_0=3mc^2$, $E=1.3mc^2$ and $a=0.8/\mu$, formula (20) gives $\pi\times0.8\times(3-0.8307-1.3748)=1.997$, and numerical quadrature of the integral gives the same value.

### The middle of the Klein zone

*Proof of (c).* From (4) and (5), with $w=\pi a\omega/2$ and $\sigma=\pi a(k_1+k_2)/2$,

$$\frac RT=\frac{\sinh^2w-\sinh^2\sigma}{\sinh(\pi ak_1)\sinh(\pi ak_2)}.$$

As functions of $\varepsilon$, both $k_1$ and $k_2$ are strictly concave, with second derivatives $-\mu^2/k_1^3$ and $-\mu^2/k_2^3$. Reflection about $\varepsilon=\omega/2$ exchanges them. Their sum is therefore concave and symmetric, hence largest at the middle, where the numerator is smallest. The function $\ln\sinh$ is increasing and concave, so $\ln\sinh(\pi ak_1)+\ln\sinh(\pi ak_2)$ is also concave and symmetric, and the denominator is largest at the middle. Thus $R/T$ is smallest and $T=1/(1+R/T)$ is largest there.

At mid-zone (19) becomes

$$T=e^{-\pi a(\omega-2k)}\left[\frac{1-e^{-2\pi ak}}{1-e^{-\pi a\omega}}\right]^2.$$

Since $2k=\eta\omega$, the square is $P$. For the exponent, use $\omega^2-4k^2=4\mu^2$ and $a=V_0/2F=\hbar c\,\omega/2F$:

$$\pi a(\omega-2k)=\frac{4\pi a\mu^2}{\omega+2k}=\frac{4\pi a\mu^2}{\omega(1+\eta)}=\frac{\pi\hbar c\mu^2}{F}\,\frac2{1+\eta}. \tag{21}$$

Because $\hbar c\mu^2=m^2c^3/\hbar=F_c$, this is the exponent in (16).

For the bounds on $P$, let $h(x)=1-e^{-x}$, so that $P=[h(\eta y_0)/h(y_0)]^2$ with $y_0=\pi a\omega$. The function $h$ is increasing, hence $P\le1$. It is also concave with $h(0)=0$, hence $h(\eta y_0)\ge\eta h(y_0)$ and $P\ge\eta^2$. $\square$

Equation (16) contains the whole crossover at fixed height. For a narrow ramp the exponential is near 1 and $P$ is near $\eta^2$. For a wide ramp $P$ is near 1 and the exponential governs $T$. Two lengths are involved. The factor $P$ is close to 1 once $a$ is well above $1/(2\pi k)$; for a high step, where $\eta^2$ is itself close to 1, it is so at every width. By (21), the exponent reaches 1 at $a=\omega(1+\eta)/(4\pi\mu^2)$. For $V_0=3mc^2$ these lengths are about $0.14$ and $0.42$ reduced Compton lengths. They are not universal: as $V_0\to2mc^2$ the first grows without limit, and for $V_0\gg mc^2$ the second grows in proportion to $V_0$.

### When the Sauter–Schwinger exponential appears

*Proof of (d).* Divide (16) by $e^{-\pi F_c/F}$ and use $2/(1+\eta)-1=(1-\eta)/(1+\eta)$:

$$\frac{T}{e^{-\pi F_c/F}}=P\exp\left[-\frac{\pi F_c}{F}\,\frac{1-\eta}{1+\eta}\right]. \tag{22}$$

At fixed $F$, $V_0=2Fa\to\infty$ implies $\eta\to1$. The exponential in (22) tends to 1, and so does $P$, since it lies between $\eta^2$ and 1. $\square$

For a high step, (14) gives

$$\frac{1-\eta}{1+\eta}=\frac{1-\eta^2}{(1+\eta)^2}=\frac{4}{(1+\eta)^2}\left(\frac{mc^2}{V_0}\right)^2\approx\left(\frac{mc^2}{V_0}\right)^2.$$

The Sauter–Schwinger exponential is therefore a good approximation to $T$ at mid-zone when

$$V_0\gg2mc^2\quad\text{and}\quad\frac{\pi F_c}{F}\left(\frac{mc^2}{V_0}\right)^2\ll1. \tag{23}$$

With $F=V_0/2a$, the second condition is $2\pi a\mu\ll(V_0/mc^2)^3$, which is an upper limit on the width. If a ramp of fixed height is made ever wider, the ratio (22) goes to zero. The reason is that the force is then not uniform over the tunnelling region. At mid-zone this region is $|V-V_0/2|<mc^2$. It covers the fraction $2mc^2/V_0$ of the total rise, whatever the width. The force falls off towards its ends, so the barrier is longer than in a uniform field of strength $F$. For a high step the region sits in the nearly linear centre of the ramp, but a small relative error in a large exponent can still matter, and the second condition in (23) controls it.

At fixed $F$ the limit $a\to0$ cannot be taken within the Klein zone. The requirement $V_0=2Fa>2mc^2$ means $a>mc^2/F$, so a narrower ramp with the same peak force has no Klein zone. The limit (15) thus belongs to fixed $V_0$, and the limit (17) to fixed $F$. If $F\gg F_c$, however, a ramp with $a$ slightly above this bound is still much narrower than the reduced Compton length, and by (18) its mid-zone transmission is close to the sharp-step value $\eta^2$.

### Worked example

Take a step of height $V_0=3mc^2$ with the electron at mid-zone. Then $\eta=\sqrt{1-4/9}=0.7454$, the sharp-step value is $\eta^2=0.5556$, and the exponent factor is $2/(1+\eta)=1.1459$. The reduced Compton length is $3.862\times10^{-13}$ m.

For $a=1/\mu$ the peak force is $F=\frac32F_c=0.318$ N. The exponent in (16) is $(\pi/1.5)\times1.1459=2.400$, so the exponential is $0.0907$. With $P=0.9984$ the transmission is $T=0.0906$. The Sauter–Schwinger value $e^{-\pi/1.5}=0.1231$ is already too large by 36% of $T$.

The crossover is as follows, with $T$ from numerical integration, which agrees with (4) in every row:

| $a\mu$ | $T$ | $P$ | $e^{-\pi F_c/F}$ |
|---|---|---|---|
| 0.01 | 0.5554 | 0.5689 | 0.9793 |
| 0.1 | 0.5378 | 0.6836 | 0.8110 |
| 0.3 | 0.4243 | 0.8718 | 0.5335 |
| 1 | 0.0906 | 0.9984 | 0.1231 |
| 2 | 0.00823 | 1.0000 | 0.0152 |
| 3 | 0.000747 | 1.0000 | 0.00187 |

The first row lies close to the sharp-step value. From $a=1/\mu$ on, $P$ is nearly 1 and the exponential in (16) describes $T$ well. The last column does not: at $a=3/\mu$ the transmission is $0.40$ of the Sauter–Schwinger value, and by (22) the ratio falls further as the ramp widens.

Now hold the peak force at $F=F_c$ and raise the step, so that $a\mu=V_0/(2mc^2)$. The limit (17) is $e^{-\pi}=0.04321$. For $V_0/mc^2=2.5,\ 4,\ 8,\ 16,\ 32$, the ratio $T/e^{-\pi}$ is $0.453,\ 0.798,\ 0.951,\ 0.988,\ 0.997$. At $V_0=8mc^2$ the negative logarithm of this ratio is $0.0507$, and the leading estimate $\pi(mc^2/V_0)^2=\pi/64$ is $0.0491$.

Finally, take a wide ramp with a low step: $a=5/\mu$ and $V_0=2.2mc^2$, so $F=2.2F_c/10=0.22F_c$. The Sauter–Schwinger value is $e^{-\pi/0.22}=6.28\times10^{-7}$, while the Dirac equation gives $T=1.75\times10^{-9}$, smaller by a factor of about 360. This ramp is five reduced Compton lengths wide, yet the exponential in $F$ alone fails, because $V_0$ barely exceeds $2mc^2$. The numerical output below gives these values to more digits.

## Computed values

```
Reduced Compton length hbar/(mc) = 3.86159e-13 m
Rest energy mc^2 = 8.18711e-14 J
Critical force m^2c^3/hbar = 0.21201 N
Critical field (force/e) = 1.3233e+18 V/m
Off-centre case: V0 = 3.0 mc^2, E = 1.3 mc^2, a = 0.8 hbar/(mc)
  k1, k2 = 0.83066, 1.37477 mc/hbar
  T numerical, formula = 0.1338250, 0.1338250
  R numerical = 0.8661750; sharp-step T = 0.524807
  R for the wrong branch = 1.154501
  group velocity of chosen branch = 0.80869 c
  tunnelling exponent by quadrature = 1.996959
Mid-zone, V0 = 3.0 mc^2: eta = 0.745356, sharp-step T = 0.555556
  exponent factor 2/(1+eta) = 1.145898
  a = 0.05 hbar/(mc): -ln(T/T_sharp) = 0.008201, law = 0.008225
  T at a = 1 hbar/(mc), E = 1.2, 1.5, 1.8 mc^2: 0.070401, 0.090575, 0.070401
Fixed V0 = 3 mc^2, E = V0/2; a in hbar/(mc), F in m^2c^3/hbar
  a, F, T numerical, T formula, smooth exponential, bracket, exp(-pi/F)
  0.01, 150.0000, 5.553728e-01, 5.553728e-01, 9.762861e-01, 0.568863, 9.792739e-01
  0.10, 15.0000, 5.377762e-01, 5.377762e-01, 7.866308e-01, 0.683645, 8.110387e-01
  0.30, 5.0000, 4.243471e-01, 4.243471e-01, 4.867576e-01, 0.871783, 5.334881e-01
  1.00, 1.5000, 9.057458e-02, 9.057458e-02, 9.072129e-02, 0.998383, 1.231447e-01
  2.00, 0.7500, 8.230339e-03, 8.230339e-03, 8.230352e-03, 0.999998, 1.516462e-02
  3.00, 0.5000, 7.466682e-04, 7.466682e-04, 7.466682e-04, 1.000000, 1.867443e-03
  a = 1 hbar/(mc) in SI: a = 3.8616e-13 m, F = 0.31802 N
Fixed F = m^2c^3/hbar, E = V0/2: exp(-pi) = 0.0432139
  V0 in mc^2, a in hbar/(mc), T formula, T/exp(-pi), T numerical
  2.5, 1.25, 0.0195962, 0.453469, 0.0195962
  4.0, 2.00, 0.0344878, 0.798072, 0.0344878
  8.0, 4.00, 0.0410782, 0.950579, 0.0410782
  16.0, 8.00, 0.0426827, 0.987708, not integrated
  32.0, 16.00, 0.0430813, 0.996931, not integrated
  V0 = 8 mc^2: -ln(T/exp(-pi)) = 0.050684, leading law = 0.049087
Wide ramp, low step: V0 = 2.2 mc^2, a = 5.0 hbar/(mc), F = 0.220 m^2c^3/hbar
  T numerical = 1.75476e-09, exp(-pi/F) = 6.28477e-07, ratio = 0.00279
```
